# Minimizing the Takada–Uemura Trial Energy in a Linear Potential

## Problem

An electron in an inversion layer is pressed against the oxide by a constant field. Take a single parabolic band with mass $m$ normal to the surface, a potential energy $V(z)=eFz$ for $z>0$ with $e,F>0$, and an impenetrable wall at $z=0$. Energies are measured from the band edge at the wall. The Takada–Uemura trial function is

$$\psi(z)=N\,z\,\exp\!\left[-\tfrac12(bz)^{3/2}\right],\qquad b>0 .$$

(a) Find the value of $b$ that gives the least energy, and that energy.

(b) Find its error relative to the exact ground energy of the same model.

(c) Decide whether the small size of this error is explained by the power $3/2$ in the exponent, which is that of the exact tail.

(d) For a silicon (100) surface, compare the error with the effects that the model leaves out.

## Scaled form and exact energy

Choose a length $L$ for which the kinetic and potential scales agree, $\hbar^2/(2mL^2)=eFL$:

$$L=\left(\frac{\hbar^2}{2meF}\right)^{1/3},\qquad x=\frac zL,\qquad q=bL .$$

Dividing the Schrödinger equation by $eFL$ gives

$$-u''+xu=\varepsilon u,\qquad u(0)=0,\qquad E=\varepsilon\,eFL .$$

The solution that decays at large $x$ is $\mathrm{Ai}(x-\varepsilon)$. The wall requires $\mathrm{Ai}(-\varepsilon)=0$, so the levels are $a_1=2.338107$, $a_2=4.087949$ and so on, where $-a_n$ are the zeros of $\mathrm{Ai}$.

## A tempting solution

**The energy as a function of $q$.** Drop the constant $N$ and write $u=x\,e^{-(qx)^{3/2}/2}$. All the integrals have one form. With $t=(qx)^{3/2}$, we have $x=t^{2/3}/q$ and $dx=\tfrac23t^{-1/3}dt/q$, so

$$I_k=\int_0^\infty x^k e^{-(qx)^{3/2}}dx=\frac{2}{3q^{k+1}}\int_0^\infty t^{\frac{2(k+1)}3-1}e^{-t}dt=\frac{2}{3q^{k+1}}\,\Gamma\!\left(\tfrac{2(k+1)}3\right).$$

The norm is $I_2=2\Gamma(2)/(3q^3)=2/(3q^3)$.

For the kinetic energy, integrate by parts: $-\int uu''dx=\int u'^2dx$. The boundary term $-[uu']_0^\infty$ vanishes because $u(0)=0$ and $u$ decays. The derivative is

$$u'=e^{-(qx)^{3/2}/2}-x\,\frac{d}{dx}\!\left[\tfrac12(qx)^{3/2}\right]e^{-(qx)^{3/2}/2}=\left[1-\tfrac34(qx)^{3/2}\right]e^{-(qx)^{3/2}/2},$$

since $x\,\frac{d}{dx}\!\left[\tfrac12(qx)^{3/2}\right]=\tfrac34(qx)^{3/2}$. Squaring and integrating,

$$\int_0^\infty u'^2dx=I_0-\tfrac32q^{3/2}I_{3/2}+\tfrac9{16}q^3I_3
=\frac{2}{3q}\left[\Gamma(\tfrac23)-\tfrac32\Gamma(\tfrac53)+\tfrac9{16}\Gamma(\tfrac83)\right].$$

Let $G=\Gamma(2/3)=1.354118$. From $\Gamma(s+1)=s\Gamma(s)$, $\Gamma(\tfrac53)=\tfrac23G$ and $\Gamma(\tfrac83)=\tfrac53\cdot\tfrac23G=\tfrac{10}9G$. The first two terms cancel and the third is $\tfrac58G$. Dividing by the norm,

$$\langle T\rangle=\tfrac58Gq^2,\qquad \langle x\rangle=\frac{I_3}{I_2}=\frac{\Gamma(8/3)}q=\frac{10G}{9q},$$

$$\varepsilon(q)=G\left(\frac58q^2+\frac{10}{9q}\right).$$

**The choice of $q$.** At large $x$ the equation becomes $u''\simeq xu$. A function falling as $e^{-\alpha x^{3/2}}$ has $u''/u\simeq\tfrac94\alpha^2x$, so $\alpha=\tfrac23$. The trial function has $\alpha=\tfrac12q^{3/2}$. With any other coefficient it would fail to solve the equation at large $x$, leaving a remainder that, relative to $u$ itself, grows with $x$. It therefore seems that the best $q$ satisfies

$$\tfrac12q^{3/2}=\tfrac23,\qquad q^3=\tfrac{16}9,\qquad q=1.2114 .$$

Then $\tfrac58q^2=\tfrac58\cdot\tfrac{16}{9q}=\tfrac{10}{9q}$, the two terms are equal, and

$$\varepsilon=\frac{20G}{9q}=\frac{20\times1.354118}{9\times1.2114}=2.484 .$$

This lies $6.2\,\%$ above $a_1$, and the function looks like a poor one.

## Where the fault lies

The integrals and $\varepsilon(q)$ are right, and $2.484$ is a valid upper bound on the ground energy. The fault is the rule used to choose $q$: matching the tail is not minimizing the energy. At the chosen point,

$$\frac{d\varepsilon}{dq}=G\left(\frac54q-\frac{10}{9q^2}\right)=\frac{10G}{9q^2}\left(\frac98q^3-1\right)=\frac{10G}{9q^2}>0\quad\text{for }q^3=\tfrac{16}9 ,$$

so a smaller $q$, a wider function, has a lower energy.

The fault can be seen without knowing the exact energy. Stretching any function changes $\langle T\rangle$ as $q^2$ and $\langle x\rangle$ as $1/q$. A state whose energy is stationary under stretching must have $2\langle T\rangle=\langle x\rangle$, the virial relation for a linear potential. The tail-matched function has $\langle T\rangle=\langle x\rangle$.

The argument about the tail fails because the energy weights each region by its probability. The local decay rate of the exact function is, to leading WKB order, $\sqrt{x-a_1}$, not $\sqrt x$. The two agree within ten per cent only if $1-a_1/x>0.81$, that is, for $x>12.3$. The probability that the trial function places beyond $x$ follows from the same substitution:

$$P(x)=\frac{1}{I_2}\int_x^\infty x'^2e^{-(qx')^{3/2}}dx'=\int_t^\infty t'e^{-t'}dt'=(1+t)e^{-t},\qquad t=(qx)^{3/2}.$$

Even for the wider function found below, with $q=0.9615$, $x=12.3$ gives $t\approx41$ and $P\sim10^{-16}$. The tempting rule fits the function where there is practically no electron, and makes it too narrow where the electron is.

## Right solution

**(a)** Set $d\varepsilon/dq=0$:

$$\frac54q=\frac{10}{9q^2}\quad\Longrightarrow\quad q^3=\frac89,\qquad q=0.961500 .$$

The second derivative, $G[\tfrac54+20/(9q^3)]$, is positive for every $q>0$, so this is the one minimum. Since $q^2=8/(9q)$ there, the kinetic term is $\tfrac58q^2=5/(9q)$, half the potential term $10/(9q)$, as the virial relation requires. The sum is $15/(9q)=5/(3q)$:

$$\varepsilon_{\rm var}=\frac53\left(\frac98\right)^{1/3}\Gamma\!\left(\tfrac23\right)=2.347232 .$$

Restoring units with $b^3=q^3/L^3$ and $eFL=(\hbar^2e^2F^2/2m)^{1/3}$,

$$b^3=\frac{16meF}{9\hbar^2},\qquad
E_{\rm var}=\frac53\left(\frac98\right)^{1/3}\Gamma\!\left(\tfrac23\right)\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}.$$

A direct minimization on a grid, with the derivative replaced by finite differences of the function, gives the same $q$ and $\varepsilon_{\rm var}$ to the six decimals printed. The normalization constant is $N^2=3b^3/2$, from $I_2$ with $q$ replaced by $b$.

**(b)** The relative error is

$$\frac{\varepsilon_{\rm var}-a_1}{a_1}=\frac{2.347232-2.338107}{2.338107}=0.39\,\% .$$

Mass and field enter both energies through the same factor $eFL$, so within this model the percentage depends on neither.

## What the small energy error does and does not promise

Expand the normalized trial state in the exact eigenstates with real coefficients $c_n$. Then

$$\varepsilon_{\rm var}-a_1=\sum_{n\ge2}c_n^2(a_n-a_1)\ge(1-S^2)(a_2-a_1),\qquad S=c_1 ,$$

because $a_n\ge a_2$ for $n\ge2$ and $\sum_{n\ge2}c_n^2=1-S^2$. The energy error is quadratic in the admixtures. The inequality bounds the lost overlap by $0.009125/1.749842=0.0052$; the computed value is $1-S^2=0.0021$.

Other quantities can err at first order in the admixtures. The mean square depth is $\langle x^2\rangle=I_4/I_2=\Gamma(10/3)/q^2=3.005$, against $2.916$ for the Airy state, an error of $3.1\,\%$.

The slope at the wall is worse. For the exact state, multiply $-u''+(x-\varepsilon)u=0$ by $2u'$, which gives $-(u'^2)'+(x-\varepsilon)(u^2)'=0$. Integrate from $0$ to $\infty$, using parts in the second term:

$$u'(0)^2+\big[(x-\varepsilon)u^2\big]_0^\infty-\int_0^\infty u^2dx=0\quad\Longrightarrow\quad u'(0)^2=1 .$$

For the normalized trial function, $u'(0)^2=1/I_2=\tfrac32q^3=\tfrac43$. The squared slope is one third too large, although the energy is good to $0.39\,\%$.

## (c) Is the power $3/2$ the reason?

At the minimum the tail coefficient is $\tfrac12q^{3/2}=\sqrt2/3=0.471$, not $2/3$. The trial function therefore has the right power but the wrong coefficient. To see what the power contributes, let it vary: $u=x\,e^{-(qx)^p/2}$. The substitution $t=(qx)^p$ gives

$$\int_0^\infty x^ke^{-(qx)^p}dx=\frac{\Gamma((k+1)/p)}{p\,q^{k+1}} .$$

Now $u'=[1-\tfrac p2(qx)^p]e^{-(qx)^p/2}$, and

$$\int_0^\infty u'^2dx=\frac1{pq}\left[\Gamma(\tfrac1p)-p\,\Gamma(\tfrac1p+1)+\tfrac{p^2}4\Gamma(\tfrac1p+2)\right]=\frac{(1+p)\,\Gamma(1/p)}{4pq},$$

because $p\,\Gamma(\tfrac1p+1)=\Gamma(\tfrac1p)$ and $p^2\Gamma(\tfrac1p+2)=(1+p)\Gamma(\tfrac1p)$. Dividing by the norm $\Gamma(3/p)/(pq^3)$,

$$\varepsilon=Aq^2+\frac Bq,\qquad A=\frac{(1+p)\Gamma(1/p)}{4\Gamma(3/p)},\qquad B=\frac{\Gamma(4/p)}{\Gamma(3/p)} .$$

The minimum is at $q^3=B/(2A)$, where $Aq^2=B/(2q)$, so $\varepsilon=3B/(2q)=3(AB^2/4)^{1/3}$.

- For $p=1$, the Fang–Howard function, $A=\tfrac14$ and $B=3$. Then $\varepsilon=(243/16)^{1/3}=2.4764$, an error of $5.9\,\%$.
- For $p=2$, a Gaussian factor, $A=\tfrac32$ and $B=2/\sqrt\pi$. Then $\varepsilon=(81/2\pi)^{1/3}=2.3448$, an error of $0.29\,\%$.

The Gaussian has the wrong tail power and still gives a lower energy than $p=3/2$. The answer to (c) is therefore no: the correct tail power does not by itself explain the small error. Numerical minimization over $p$ as well gives $p\approx1.75$ and an error of about $0.006\,\%$. What counts is the shape wherever the probability is appreciable, including the flanks of the peak, and not the far tail. Within this family a power between $3/2$ and $2$ gives the least energy.

## (d) A silicon surface

Take rough typical values for a highly doped silicon (100) transistor just below threshold: $m=0.916\,m_0$, $F=0.55$ MV/cm, $10^{18}$ acceptors per cm³ and 300 K. The field means $eF=0.055$ eV/nm. With $\hbar^2/2m_0=0.0381$ eV nm²,

$$L=\left(\frac{0.0381}{0.916\times0.055}\right)^{1/3}\text{nm}=0.911\ \text{nm},\qquad eFL=50.11\ \text{meV}.$$

Hence $b=0.9615/0.9111=1.055$ nm⁻¹, and the mean depth is $10G/(9b)=1.43$ nm. The trial energy is $2.3472\times50.11=117.6$ meV and the exact energy of the model is $117.2$ meV. The difference is $0.46$ meV.

The neglected effects, each taken alone at the same field, shift the level as follows.

- **Image force.** The oxide has the lower permittivity (3.9 against 11.7), so the image charge repels the electron. For an oxide much thicker than the depth of the electron, diagonalization gives $+13.6$ meV. A gate close to the surface screens the image: with an ideal metal gate the shift is about $+8$ meV behind 5 nm of oxide and $+3$ meV behind 2 nm. For the thick oxide, first-order theory with the trial function gives $+14.5$ meV.
- **Finite barrier.** In an oxide with a 3.1 eV barrier and mass $0.5\,m_0$, the function decays at a rate $\kappa$. Continuity of $\psi$ and $\psi'/m$ gives $\psi(0)=\lambda\psi'(0)$ with $\lambda=m_{\rm ox}/(m\kappa)$. To first order in $\lambda$ the line through the wall reaches zero at $z=-\lambda$, as if the wall had moved there. Moving the wall of a linear potential by $-\lambda$ shifts the level by $-eF\lambda$. The full matching condition gives $-4.8$ meV.
- **Depletion charge.** The acceptors reduce the field with depth, which lowers the level by $1.9$ meV.
- **Inversion charge.** The estimated density is $1.8\times10^{10}$ cm⁻², and, if the field of the depletion charge is held fixed so that the inversion charge adds to the surface field, its mean repulsion raises the level by $0.3$ meV. This density depends exponentially on the band-edge position, so it is an order of magnitude only.

The first three exceed the variational error by factors of about 30 (thick oxide; about 7 with a metal gate behind 2 nm of oxide), 10 and 4. Here the physical model, not the trial function, limits the accuracy of the energy.

Temperature does not move the level in this model, but it spreads the electrons. The second subband lies 88 meV above the first, and the lowest level of the other valleys, with normal mass $0.19\,m_0$, lies 81 meV above it. With $kT=25.9$ meV and these hard-wall levels, about 81 % of the electrons are in the lowest subband and 16 % in the other valleys. The second share is probably too low: the barrier shift $-eF\lambda$ has $\lambda\propto1/m$, so it lowers the other valleys by roughly 20 meV, against 5 meV for the lowest subband, and brings them closer. With the finite barrier alone the shares become about 71 % and 27 %, and adding the thick-oxide image and depletion shifts gives roughly 63 % and 34 %. A one-subband description would thus leave out between a fifth and about a third of the electrons, depending on which corrections are kept, however accurate its trial function.

The chosen field is consistent with the setting. The band bending is about 1.00 eV. This is slightly above the classical threshold value $2\phi_F\approx0.95$ eV, but quantization lifts the levels, and the inversion density stays below the classical threshold density $N_AkT/(eF)\approx5\times10^{10}$ cm⁻²; "below threshold" is meant in this sense. The subband lies 0.23 eV above the bulk valence edge, so without drain bias there is no band-to-band tunnelling into it from the bulk. The oxide field of 1.65 MV/cm is well below a rough breakdown value of 10 MV/cm. The (100) ellipsoids are aligned with the surface, so the anisotropic mass does not couple normal and in-plane motion. Nonparabolicity, exchange and correlation, and band-gap narrowing have not been sized.

A transistor that is switched on breaks the assumption of a constant field, since its inversion density is roughly $10^{12}$ to $10^{13}$ cm⁻². In first order the repulsion grows in proportion to density and equals the variational error at $2.8\times10^{10}$ cm⁻². At $10^{12}$ cm⁻² it is therefore about $0.46\times36\approx16$ meV, with the depletion field held fixed. At ten times that density the first-order shift would exceed the level energy itself, and the potential must be found self-consistently. The figure of $0.39\,\%$ belongs to the linear potential and cannot be carried over to that case. Most of the computed values are collected in the numerical output.

## Table of computed values

```
SCALED PROBLEM (energy unit eFL, length unit L)
Gamma(2/3): 1.354118
optimal q = bL, formula: 0.961500
optimal q, grid minimization: 0.961500
least trial energy, formula: 2.347232
least trial energy, grid minimization: 2.347232
exact energy a1: 2.338107
exact energy, diagonalization: 2.338105
second exact level a2: 4.087949
energy error: 0.3903 %
overlap loss 1 - S^2: 0.00207
upper bound on overlap loss: 0.00521
squared slope at wall, trial: 1.3329
squared slope at wall, exact: 1.0000
mean x^2, trial: 3.0051
mean x^2, exact: 2.9156
error of mean x^2: 3.07 %
tail coefficient of x^(3/2), trial: 0.4714
energy for power 1 (Fang-Howard): 2.47644
its error: 5.92 %
energy for power 2 (Gaussian): 2.34478
its error: 0.285 %
best power in the exponent: 1.75
its error: 0.006 %
SILICON (100), ROUGH TYPICAL INPUTS
normal mass: 0.916 m0; other valleys: 0.19 m0
field: 0.55 MV/cm; temperature: 300 K
acceptors: 1e+18 cm^-3; permittivities: 11.7, 3.9
oxide barrier: 3.1 eV; oxide mass: 0.5 m0
gap: 1.12 eV; valence density of states: 3e+19 cm^-3
length unit L: 0.9111 nm
energy unit eFL: 50.109 meV
optimal b: 1.0553 nm^-1
mean depth, trial: 1.426 nm
trial energy: 117.62 meV
exact energy of the model: 117.16 meV
variational error: 0.457 meV
NEGLECTED EFFECTS
image shift, diagonalized: 13.59 meV
image shift, first order with trial: 14.50 meV
depletion curvature shift, diagonalized: -1.90 meV
depletion curvature shift, first order: -1.93 meV
barrier penetration shift: -4.76 meV
estimated inversion density: 1.8e+10 cm^-2
inversion-charge shift: 0.29 meV
density where it equals variational error: 2.8e+10 cm^-2
thermal energy kT: 25.85 meV
second subband above first: 87.7 meV
other valleys above first: 80.8 meV
share of electrons in lowest subband: 81 %
share in the other valleys: 16 %
surface band bending: 1.00 eV
subband above bulk valence edge: 0.23 eV
oxide field: 1.65 MV/cm; rough breakdown: 10 MV/cm
```
